# Lower and upper bounds from the clamped-nuclei surface: verification in Python

```python
"""
Result under test: E_BO <= E <= E_ad for a molecular ground state.
E    : lowest eigenvalue of the full nonrelativistic internal Hamiltonian
E_BO : lowest eigenvalue of nuclear kinetic energy + clamped-nuclei surface E0(R)
E_ad : the same with the diagonal correction C(R) added to E0(R), where
       C = sum over nuclei A of <grad_A phi0 | grad_A phi0> / (2 M_A)
Test systems: H2+ and D2+ with total angular momentum zero, and two coupled
oscillators. Atomic units. M is the mass of ONE nucleus in electron masses.
Three-body coordinates: R, xi = (r1+r2)/R, eta = (r1-r2)/R, where r1 and r2
are the electron-nucleus distances. Volume element: R^5 (xi^2-eta^2) dR dxi deta.
"""
import numpy as np
from numpy.polynomial import Laguerre, Legendre
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.linalg import eigh
from scipy import constants
from pyscf import gto

ALPHA = 1.7            # decay parameter of the basis in xi
R_MIN, R_MAX = 0.4, 4.4


def electron_matrices(n_xi, n_eta):
    """Matrices over (xi, eta) in an orthonormal basis, even in eta."""
    t, wt = laggauss(24)
    y, wy = leggauss(20)
    xi = np.repeat(1 + t / (2 * ALPHA), len(y))
    eta = np.tile(y, len(t))
    quad = np.outer(wt / (2 * ALPHA), wy).ravel()
    f, fx, fy = [], [], []
    for n in range(n_xi):
        p = Laguerre.basis(n)
        # the factor exp(-t/2) of each function is carried by the quadrature
        val = p(t)
        der = 2 * ALPHA * (p.deriv()(t) - 0.5 * val)
        for j in range(n_eta):
            q = Legendre.basis(2 * j)
            f.append(np.outer(val, q(y)).ravel())
            fx.append(np.outer(der, q(y)).ravel())
            fy.append(np.outer(val, q.deriv()(y)).ravel())
    f, fx, fy = np.array(f), np.array(fx), np.array(fy)

    def integral(a, b, weight=1.0):
        return (a * (quad * weight)) @ b.T

    w = xi**2 - eta**2
    stretch = xi * fx + eta * fy
    # cosines of the angles at the two nuclei, multiplied by w
    angle = xi * (1 - eta**2) * fx + eta * (xi**2 - 1) * fy
    overlap = integral(f, f, w)
    kinetic = integral(fx, fx, xi**2 - 1) + integral(fy, fy, 1 - eta**2)
    attraction = integral(f, f, xi)
    mixed = integral(f, angle - w * stretch)
    cross = integral(stretch, angle)
    second = (integral(fx, fx, w) + integral(fy, fy, w)
              + integral(stretch, stretch, w) - cross - cross.T)
    x = np.linalg.inv(np.linalg.cholesky(overlap)).T
    return [x.T @ m @ x for m in (kinetic, attraction, mixed, second)]


def clamped_point(R, mats):
    """E0(R), coefficients of phi0, M*C(R), electronic kinetic energy."""
    kinetic, attraction, mixed, second = mats
    one = np.eye(len(kinetic))
    h = 2 * kinetic / R**2 - 4 * attraction / R + one / R
    dh = -4 * kinetic / R**3 + 4 * attraction / R**2 - one / R**2
    e, v = np.linalg.eigh(h)
    c = v[:, 0] * np.sign(v[0, 0])
    dc = -v[:, 1:] @ ((v[:, 1:].T @ dh @ c) / (e[1:] - e[0]))
    slope = dc - 1.5 * c / R       # phi0 = R^(-3/2) * sum c_k f_k
    mc = slope @ slope + 2 * slope @ mixed @ c / R + c @ second @ c / R**2
    return e[0], c, mc, 2 * c @ kinetic @ c / R**2


def solve_molecule(M, n_xi, n_eta, n_R):
    mats = electron_matrices(n_xi, n_eta)
    kinetic, attraction, mixed, second = mats
    one = np.eye(len(kinetic))
    z, wz = leggauss(90)
    length = R_MAX - R_MIN
    R = R_MIN + 0.5 * length * (z + 1)
    wR = 0.5 * length * wz
    k = np.arange(1, n_R + 1)[:, None] * np.pi / length
    h = np.sqrt(2 / length) * np.sin(k * (R - R_MIN))
    dh = np.sqrt(2 / length) * k * np.cos(k * (R - R_MIN))

    def rint(a, b):
        return (a * wR) @ b.T

    # one-dimensional problems on the clamped-nuclei surface
    points = [clamped_point(r, mats) for r in R]
    e0 = np.array([p[0] for p in points])
    coef = np.array([p[1] for p in points])
    corr = np.array([p[2] for p in points]) / M
    mp_curve = np.array([p[3] for p in points]) / (2 * M)

    def vibration(surface):
        e, v = eigh(rint(dh, dh) / M + rint(h * surface, h))
        return e[0], v[:, 0] @ h

    e_bo, u_bo = vibration(e0)
    e_ad, u_ad = vibration(e0 + corr)
    e_no_mp, _ = vibration(e0 + corr - mp_curve)

    # full three-body problem; radial functions are R^(-5/2) h(R)
    d = dh - 2.5 * h / R
    inv1, inv2 = rint(h / R, h), rint(h / R, h / R)
    t_el = np.kron(inv2, 2 * kinetic)
    h_el = t_el + np.kron(inv1, one - 4 * attraction)
    coupling = np.kron(rint(d, h / R), mixed)
    t_nuc = (np.kron(rint(d, d), one) + coupling + coupling.T
             + np.kron(inv2, second)) / M
    full = h_el + t_nuc
    full = 0.5 * (full + full.T)
    e, v = eigh(full, subset_by_index=[0, 0])
    energy, v = e[0], v[:, 0]

    # the three parts of E - E_BO, from the full eigenvector
    block = v.reshape(n_R, len(one))
    mean_e0 = np.sum(rint(h * e0, h) * (block @ block.T))
    mean_el = v @ h_el @ v
    part_mp = v @ t_el @ v / (2 * M)
    part_el = mean_el - mean_e0
    part_nuc = v @ t_nuc @ v - part_mp + mean_e0 - e_bo

    # product function chi*phi0 placed in the full problem
    trial = ((h * wR * u_ad) @ coef).ravel()
    trial_energy = trial @ full @ trial / (trial @ trial)
    return dict(E=energy, BO=e_bo, AD=e_ad, no_mp=e_no_mp,
                mean_c=np.sum(wR * corr * u_bo**2), trial=trial_energy,
                nuc=part_nuc, el=part_el, mp=part_mp)


def gaussian_orbital(x, z, R):
    """Lowest one-electron state; first proton displaced by (x, 0, z)."""
    mol = gto.M(atom=[["H", (x, 0.0, z)], ["H", (0.0, 0.0, R)]], unit="Bohr",
                basis="cc-pvqz", charge=1, spin=1, verbose=0)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    e, v = eigh(core, mol.intor("int1e_ovlp"))
    return mol, v[:, 0], e[0] + mol.energy_nuc()


def gradient_norm(direction, R, step=0.02):
    """<d phi0 | d phi0> for one moving proton, from an overlap."""
    x, z = 0.5 * step * np.array(direction)
    mol_a, a, _ = gaussian_orbital(-x, -z, R)
    mol_b, b, _ = gaussian_orbital(x, z, R)
    s = abs(a @ gto.intor_cross("int1e_ovlp", mol_a, mol_b) @ b)
    return 2 * (1 - s) / step**2


MICRO = 1e6
to_cm = constants.value("hartree-inverse meter relationship") / 100
masses = {"H2+": constants.value("proton-electron mass ratio"),
          "D2+": constants.value("deuteron-electron mass ratio")}

# clamped surface and diagonal correction against a Gaussian-basis calculation
R_test = 2.0
e_test, _, mc_test, _ = clamped_point(R_test, electron_matrices(10, 5))
mc_gauss = gradient_norm((0, 1), R_test) + 2 * gradient_norm((1, 0), R_test)
e_gauss = gaussian_orbital(0, 0, R_test)[2]
assert -1e-8 < e_gauss - e_test < 5e-4      # finite Gaussian basis lies above
assert abs(mc_gauss / mc_test - 1) < 0.01   # Gaussian basis-set error
M_H = masses["H2+"]
print(f"H2+ surface E0 at R = {R_test:.1f} bohr: {e_test:.8f} hartree")
print(f"  same, Gaussian basis cc-pVQZ: {e_gauss:.8f} hartree")
print(f"H2+ correction C at same R: {mc_test/M_H*MICRO:.3f} microhartree")
print(f"  same, displaced Gaussian orbitals: {mc_gauss/M_H*MICRO:.3f} microhartree")

for name, M in masses.items():
    big = solve_molecule(M, 10, 5, 26)
    small = solve_molecule(M, 8, 4, 23)
    change = max(abs(big[q] - small[q]) for q in ("E", "BO", "AD"))
    low_gap, high_gap = big["E"] - big["BO"], big["AD"] - big["E"]
    assert low_gap > 0 and high_gap > 0
    assert change < 0.1 * min(low_gap, high_gap)
    assert min(big["nuc"], big["el"], big["mp"]) > 0
    assert abs(big["nuc"] + big["el"] + big["mp"] - low_gap) < 1e-10
    assert abs(big["trial"] - big["AD"]) < 1e-8
    assert big["AD"] - big["BO"] <= big["mean_c"] + 1e-12
    assert big["no_mp"] < big["E"]
    print(f"{name}: nuclear mass M = {M:.6f} electron masses")
    print(f"  lower bound E_BO = {big['BO']:.9f} hartree")
    print(f"  three-body E     = {big['E']:.9f} hartree")
    print(f"  upper bound E_ad = {big['AD']:.9f} hartree")
    print(f"  chi*phi0 in full Hamiltonian = {big['trial']:.9f} hartree")
    print(f"  E - E_BO = {low_gap*MICRO:.3f} microhartree")
    print(f"    nuclear part = {big['nuc']*MICRO:.3f} microhartree")
    print(f"    electronic part = {big['el']*MICRO:.3f} microhartree")
    print(f"    mass-polarization part = {big['mp']*MICRO:.3f} microhartree")
    print(f"  E_ad - E = {high_gap*MICRO:.3f} microhartree")
    width = big["AD"] - big["BO"]
    print(f"  width E_ad - E_BO = {width*MICRO:.3f} microhartree"
          f" = {width*to_cm:.3f} cm^-1")
    print(f"  mean of C in chi_BO = {big['mean_c']*MICRO:.3f} microhartree")
    print(f"  E_ad without mass polarization = {big['no_mp']:.9f} hartree")
    print(f"  largest change with basis = {change*MICRO:.5f} microhartree")

# coupled oscillators: light coordinate x (mass 1), heavy coordinate X (mass M)
k, K, M = 1.0, 0.25, 100.0
omega, Omega = np.sqrt(k), np.sqrt(K / M)
hessian = np.array([[k, -k / np.sqrt(M)], [-k / np.sqrt(M), (k + K) / M]])
slow, fast = np.sqrt(np.linalg.eigvalsh(hessian))
exact = 0.5 * (slow + fast)
closed = 0.5 * np.sqrt((omega + Omega)**2 + omega**2 / M)
assert abs(exact - closed) < 1e-12
x = np.linspace(-10, 10, 4001)


def light_state(X):
    return (omega / np.pi)**0.25 * np.exp(-0.5 * omega * (x - X)**2)


dphi = (light_state(1e-3) - light_state(-1e-3)) / 2e-3
C_num = np.sum(dphi**2) * (x[1] - x[0]) / (2 * M)
C_osc = omega / (4 * M)
assert abs(C_num / C_osc - 1) < 1e-5        # finite-difference error
bo = 0.5 * (omega + Omega)
assert bo < exact < bo + C_osc
n = np.arange(0, 20)
exact_n = 0.5 * fast + (n + 0.5) * slow
bo_n = 0.5 * omega + (n + 0.5) * Omega
assert np.all(exact_n < bo_n + C_osc)
below = n[exact_n < bo_n]
assert len(below) > 0 and below[0] > 0
first = below[0]
assert first * slow < fast                  # no fast excitation lies below it
print(f"Oscillators: k = {k:.2f}, K = {K:.2f}, M = {M:.0f} (atomic units)")
print(f"  omega = {omega:.6f}, Omega = {Omega:.6f} hartree")
print(f"  normal modes: fast {fast:.8f}, slow {slow:.8f} hartree")
print(f"  E_BO = {bo:.8f} hartree")
print(f"  E    = {exact:.8f} hartree")
print(f"  E_ad = {bo + C_osc:.8f} hartree")
print(f"  C = {C_osc:.8f} hartree")
print(f"  first level below its uncorrected value: n = {first}")
print(f"    exact level = {exact_n[first]:.8f} hartree")
print(f"    uncorrected level = {bo_n[first]:.8f} hartree")
print("finished without a failed check")
```

It prints:

```
H2+ surface E0 at R = 2.0 bohr: -0.60263421 hartree
  same, Gaussian basis cc-pVQZ: -0.60252058 hartree
H2+ correction C at same R: 259.139 microhartree
  same, displaced Gaussian orbitals: 259.054 microhartree
H2+: nuclear mass M = 1836.152673 electron masses
  lower bound E_BO = -0.597395905 hartree
  three-body E     = -0.597139063 hartree
  upper bound E_ad = -0.597138460 hartree
  chi*phi0 in full Hamiltonian = -0.597138460 hartree
  E - E_BO = 256.842 microhartree
    nuclear part = 94.413 microhartree
    electronic part = 0.598 microhartree
    mass-polarization part = 161.831 microhartree
  E_ad - E = 0.603 microhartree
  width E_ad - E_BO = 257.445 microhartree = 56.503 cm^-1
  mean of C in chi_BO = 257.459 microhartree
  E_ad without mass polarization = -0.597300416 hartree
  largest change with basis = 0.00003 microhartree
D2+: nuclear mass M = 3670.482968 electron masses
  lower bound E_BO = -0.598917635 hartree
  three-body E     = -0.598788784 hartree
  upper bound E_ad = -0.598788582 hartree
  chi*phi0 in full Hamiltonian = -0.598788582 hartree
  E - E_BO = 128.850 microhartree
    nuclear part = 47.350 microhartree
    electronic part = 0.201 microhartree
    mass-polarization part = 81.299 microhartree
  E_ad - E = 0.203 microhartree
  width E_ad - E_BO = 129.053 microhartree = 28.324 cm^-1
  mean of C in chi_BO = 129.057 microhartree
  E_ad without mass polarization = -0.598869912 hartree
  largest change with basis = 0.00003 microhartree
Oscillators: k = 1.00, K = 0.25, M = 100 (atomic units)
  omega = 1.000000, Omega = 0.050000 hartree
  normal modes: fast 1.00499991, slow 0.04975125 hartree
  E_BO = 0.52500000 hartree
  E    = 0.52737558 hartree
  E_ad = 0.52750000 hartree
  C = 0.00250000 hartree
  first level below its uncorrected value: n = 10
    exact level = 1.02488806 hartree
    uncorrected level = 1.02500000 hartree
finished without a failed check
```
